# Why Delta and L valleys have two equal transverse masses

In a model crystal with the diamond lattice and silicon-like parameters, the lowest conduction valley has masses 0.873, 0.1844 and 0.1844 in units of the free-electron mass $m$. Two of the three agree to every printed digit, and the tensor elements that would couple the long axis to the short ones are below $10^{-13}$. A 2 % modulation of one part of the crystal potential turns the equal pair into 0.2528 and 0.1461, yet the coupling to the long axis stays at zero. The equality and the missing coupling therefore have different protections, which can be separated.

## 1. The tensor and the model

Let $E(\mathbf k)$ be a band with a minimum at $\mathbf k_0$, and put $\mathbf q=\mathbf k-\mathbf k_0$. The dimensionless inverse-mass tensor $W$ is defined by

$$E(\mathbf k_0+\mathbf q)=E_0+\frac{\hbar^2}{2m}\sum_{ij}W_{ij}q_iq_j+\dots,\qquad W_{ij}=\frac{m}{\hbar^2}\frac{\partial^2E}{\partial k_i\partial k_j}.$$

A principal value $w$ of $W$ corresponds to the mass $m/w$. The claim is that, for a valley along the unit vector $\mathbf n$,

$$W=w_t(1-\mathbf n\mathbf n^T)+w_l\,\mathbf n\mathbf n^T .$$

The numbers come from a local pseudopotential in plane waves. Its form factors and lattice constants are rough values in the silicon and germanium regimes, and many-electron effects enter only through them. Wavevectors are in units of $2\pi/a$. The silicon-like valley lies at $(0,0,0.853)$ on the Delta line, the germanium-like one at $L=(\tfrac12,\tfrac12,\tfrac12)$.

## 2. What the crystal contributes: $E(R\mathbf k)=E(\mathbf k)$

A space-group operation $S$ consists of a rotation or reflection $R$ and a translation $\mathbf t$. It acts as $(S\psi)(\mathbf r)=\psi(R^{-1}(\mathbf r-\mathbf t))$. For a Bloch state of wavevector $\mathbf k$ and a lattice vector $\mathbf T$,

$$(S\psi)(\mathbf r+\mathbf T)=\psi\big(R^{-1}(\mathbf r-\mathbf t)+R^{-1}\mathbf T\big)=e^{i\mathbf k\cdot R^{-1}\mathbf T}(S\psi)(\mathbf r)=e^{i(R\mathbf k)\cdot\mathbf T}(S\psi)(\mathbf r).$$

The second step uses that $R^{-1}\mathbf T$ is a lattice vector, the third that $R$ is orthogonal. So $S\psi$ has wavevector $R\mathbf k$, and since $S$ commutes with the Hamiltonian it has the same energy. The translation $\mathbf t$ has dropped out. In diamond, with the origin at an atom, half of the operations need a fractional translation, but all 48 cubic operations still act on $E(\mathbf k)$.

Spin-orbit coupling leaves this intact if $S$ also rotates the spin. Inversion followed by time reversal is an antiunitary operation $A$ that preserves $\mathbf k$ and has $A^2=-1$ for one electron. Antiunitarity means $\langle A\phi|A\chi\rangle=\langle\chi|\phi\rangle$. With $\phi=A\psi$ and $\chi=\psi$ this gives $-\langle\psi|A\psi\rangle=\langle\psi|A\psi\rangle$, so $\psi$ and $A\psi$ are orthogonal and every level is a spin pair. If the pair is separated from other levels, its energy is half the trace of the Hamiltonian over the pair, which is smooth in $\mathbf k$. The second derivatives then exist.

## 3. What the valley's position contributes

The operations that matter are those returning $\mathbf k_0$ to itself up to a reciprocal-lattice vector, $R\mathbf k_0=\mathbf k_0+\mathbf G$. They form the little co-group. For them

$$E(\mathbf k_0+R\mathbf q)=E(R\mathbf k_0+R\mathbf q-\mathbf G)=E\big(R(\mathbf k_0+\mathbf q)\big)=E(\mathbf k_0+\mathbf q).$$

On the Delta line along $[001]$ the group has eight members: four rotations about $z$ and four mirrors containing $z$. This is $C_{4v}$.

At $L$ the six permutations of the coordinates leave $\mathbf k_0$ unchanged. Inversion gives $-L=L-(1,1,1)$, and $(1,1,1)$ is a reciprocal-lattice vector, because these vectors have integer components that are all even or all odd. Combining inversion with the permutations gives twelve operations, $D_{3d}$. A single sign change does not qualify: it shifts $L$ by $(-1,0,0)$, which has mixed parity.

Inserting the expansion in $\mathbf q$ and comparing powers gives, for every $R$ in the group,

$$R^T\nabla E=\nabla E,\qquad R^TWR=W.$$

The first condition tells which components of the gradient vanish by symmetry. At $L$, inversion requires $\nabla E=-\nabla E$, so the whole gradient vanishes. On the Delta line only the transverse gradient must vanish. The longitudinal slope at $k_z=0.60$ is $-2.74$ eV per $2\pi/a$, and the position 0.853 results from the potential, not from symmetry.

## 4. Weighing the symmetry elements

Take $z$ along the valley axis and set $q_\pm=q_x\pm iq_y$. Then

$$q_x^2=\tfrac14(q_+^2+2q_+q_-+q_-^2),\quad q_y^2=-\tfrac14(q_+^2-2q_+q_-+q_-^2),\quad 2q_xq_y=\tfrac1{2i}(q_+^2-q_-^2).$$

The quadratic form becomes

$$\mathbf q^TW\mathbf q=W_{zz}q_z^2+\tfrac12(W_{xx}+W_{yy})q_+q_-+\big[Aq_+^2+Bq_zq_++\text{c.c.}\big],$$

$$A=\tfrac14(W_{xx}-W_{yy})-\tfrac i2W_{xy},\qquad B=W_{xz}-iW_{yz}.$$

Thus $B$ holds the whole longitudinal-transverse coupling and $A$ the whole transverse anisotropy. A rotation by $\theta$ about the axis changes $q_+$ to $e^{i\theta}q_+$ and leaves $q_z$ and $q_+q_-$ alone. Invariance requires

$$B(e^{i\theta}-1)=0,\qquad A(e^{2i\theta}-1)=0 .$$

**Twofold axis.** With $\theta=\pi$ the first bracket is $-2$ and the second is zero. The coupling vanishes, but the transverse masses may differ.

**Threefold or higher axis.** With $\theta=2\pi/n$ and $n\ge3$ neither bracket vanishes, so $A=B=0$. This is the claimed form with two constants. Direct counting of invariant tensors for a single $n$-fold axis, $n=1,\dots,6$, gives 6, 4, 2, 2, 2, 2 constants.

**Inversion.** It changes the sign of both factors in $q_iq_j$ and does not restrict $W$. At $L$ it fixes the gradient, while the threefold axis fixes the mass tensor.

On the Delta line the work is divided: the half turn removes the coupling, and the quarter turn then equalizes the transverse masses. At $L$ there is no half turn about $[111]$, and the threefold axis does both. Losing it therefore endangers both properties together.

## 5. Weighing the intermediate states

Symmetry fixes the form of $W$; the sizes come from the other bands. Without spin-orbit coupling, removing the factor $e^{i\mathbf q\cdot\mathbf r}$ from the Bloch state replaces $\mathbf p$ by $\mathbf p+\hbar\mathbf q$:

$$\frac{(\mathbf p+\hbar\mathbf q)^2}{2m}=\frac{p^2}{2m}+\frac{\hbar}{m}\mathbf q\cdot\mathbf p+\frac{\hbar^2q^2}{2m}.$$

For a level $|0\rangle$ that is nondegenerate apart from spin, second-order perturbation theory in the middle term, plus the last term in first order, gives the quadratic energy

$$\frac{\hbar^2q^2}{2m}+\frac{\hbar^2}{m^2}\sum_{n\ne0}\frac{|\mathbf q\cdot\langle n|\mathbf p|0\rangle|^2}{E_0-E_n}.$$

Comparison with the definition of $W$, whose prefactor is $\hbar^2/2m$, yields

$$W_{ij}=\delta_{ij}+\frac2m\sum_{n\ne0}\frac{\mathrm{Re}\,\langle0|p_i|n\rangle\langle n|p_j|0\rangle}{E_0-E_n}.$$

States below the valley contribute positively and lighten it; states above make it heavier.

The symmetry acts on each level of this sum separately. An operation of the little group multiplies $|0\rangle$ by a phase, since the level is nondegenerate. It maps the states of any level $E_n$ among themselves, and it rotates $\mathbf p$. The level's contribution is thus itself an invariant tensor and has the two-constant form.

One can say more. The state $p_l|0\rangle$ spans a one-dimensional representation. The two states $p_{t1}|0\rangle$ and $p_{t2}|0\rangle$ are mixed irreducibly: the rotation could at most preserve the combinations $p_{t1}\pm ip_{t2}$, and a mirror exchanges those. Their projection on a level is either zero or two-dimensional. A single level without accidental degeneracy therefore couples to the valley longitudinally or transversely, never both. A mixed element $W_{lt}$ would need an intermediate state reached by both momenta, and there is none. In both crystals the product of longitudinal and transverse momentum elements was tested for every intermediate state, and stayed below $10^{-8}$ in units of $(2\pi\hbar/a)^2$.

The inverse masses now split into three contributions: the free electron, the upper valence pair, and all other states.

| | free | valence pair | others | total |
|---|---|---|---|---|
| Si-like $w_t$ | 1 | 4.53 | −0.11 | 5.42 |
| Si-like $w_l$ | 1 | 0 | 0.15 | 1.15 |
| Ge-like $w_t$ | 1 | 9.83 | −0.01 | 10.82 |
| Ge-like $w_l$ | 1 | 0 | −0.29 | 0.71 |

The column "others" is the difference, for example $5.42-1-4.53=-0.11$. The transverse masses are light because of one degenerate pair of valence states, which gives equal weight to both transverse directions and nothing to the longitudinal one. The longitudinal mass stays comparable to $m$ because the contributions of all other states add up to only 0.15 and $-0.29$. Along the axis of the Ge-like valley the states above outweigh those below, which makes the longitudinal mass larger than $m$.

The two pair terms can be compared further. The pair lies 3.73 eV below the Si-like valley and 2.06 eV below the Ge-like one. Multiplying each term by its gap gives the coupling strength: $4.53\times3.73=16.9$ eV and $9.83\times2.06=20.2$ eV. The Ge-like term is larger by a factor 2.17, of which the smaller gap supplies 1.81 and the stronger coupling 1.20.

A second calculation, from energy differences on a small stencil around $\mathbf k_0$, gives the same $w_l$ and $w_t$ to within 0.002. At $L$ it leaves a forbidden element of $4\times10^{-5}$, whose origin appears in section 7.

## 6. Removing the protection

**Shear-like change.** Let the potential components with $\mathbf G$ of type $\{111\}$ be multiplied by $1+0.02\,\mathrm{sign}(G_xG_y)$. Eight of the 48 operations survive. They include the half turn about $z$ and the mirror $x\leftrightarrow y$, but not the quarter turn, which reverses $G_xG_y$.

The $[001]$ Delta valley keeps $C_{2v}$. The half turn still gives $W_{xz}=W_{yz}=0$, and the mirror gives $W_{xx}=W_{yy}$, but $W_{xy}$ is free. The transverse principal axes are $[110]$ and $[1\bar10]$, with inverse masses $W_{xx}\pm W_{xy}$. The valley was located afresh, and the masses are 0.2528 and 0.1461, which means inverse masses 3.96 and 6.84. Their mean, 5.40, is almost the old 5.42; in the transverse plane the perturbation acts chiefly through $W_{xy}=(3.96-6.84)/2=-1.44$. The longitudinal inverse mass changes too, from 1.15 to 1.02, but only in second order in the shear.

So large a response to a 2 % change comes mainly from the next band, only 0.53 eV above. That band transforms as $xy$ relative to the valley state, so the shear couples the two with some strength $D$, and transverse motion couples them by $b\,q_xq_y$. For real $D$ and $b$ the energy shift $-(D+bq_xq_y)^2/\Delta$, with $\Delta$ the separation, contains $-2Db\,q_xq_y/\Delta$, which is linear in the shear. Evaluated with the states of the unsheared crystal, this term alone gives $W_{xy}=-1.47$, close to the full $-1.44$.

At $L$ the same change leaves four operations, $C_{2h}$, and four free constants. With $t_1$ along $[1\bar10]$ and $t_2$ along $[11\bar2]$, the mirror $x\leftrightarrow y$ reverses $t_1$ and forbids its coupling to the long axis, but $W_{t_2l}$ is allowed. Its value is $-0.009$, and the long axis tilts by about $0.009/(10.82-0.71)\approx0.0009$ rad, or 0.05°. The quantities $m/W_{t_1t_1}$ and $m/W_{t_2t_2}$ are 0.0926 and 0.0922 $m$. Both protections fail together, as section 4 warned, but the effect is small here. The transverse difference comes from the valence pair, whose two members no longer contribute equally: the pair alone gives $-0.042$ of $W_{t_1t_1}-W_{t_2t_2}=-0.039$, and the other states slightly oppose it.

**Orbital degeneracy.** At the valence top, without spin-orbit coupling, three orbital states meet and $E$ is not smooth. If a tensor $W$ existed there, the fourfold axes along $x$ and $z$ would make all its principal values equal, and the curvature would be the same in every direction. For the Si-like crystal the inverse hole mass of the uppermost band is 3.55 along $[100]$ and 1.42 along $[111]$. A larger basis shifts each by about 0.2 %, to 3.544 and 1.425. The surface is warped, and no mass tensor describes it.

**Spin-orbit coupling.** This is no failure. With strengths set to give valence splittings of 0.040 and 0.303 eV, the Si-like masses do not change in the printed digits. The Ge-like ones move from 1.415 and 0.0924 to 1.417 and 0.0923, and the transverse pair stays equal.

## 7. What lies beyond the ellipsoid

The absence of coupling is a statement about second order. To size the rest, take displacements at which the ellipsoid gives $3k_BT/2=38.8$ meV at 300 K, and compare the true band energy with that value.

In the Si-like valley the deviations are $+1.5$ % and $-1.5$ % along the two longitudinal directions. The Delta group has no inversion, so a term $q_z^3$ is allowed. A term $q_z(q_x^2+q_y^2)$ is allowed too: the directions are then coupled, in the sense that the transverse curvature varies along the valley. The mirror $q_y\to-q_y$ still forbids any term odd in $q_y$. Transversely, the deviation is $-0.7$ % along $[100]$ and $-5.3$ % along $[110]$, because a fourfold axis allows $q_x^2q_y^2$ independently of $(q_x^2+q_y^2)^2$.

At $L$ inversion removes all odd orders, and both longitudinal deviations are $-0.1$ %. In the transverse plane they are $-2.0$ % in both directions tried. The anisotropic quartic terms $q_+^4$ and $q_+^3q_-$ acquire phases $e^{4i\theta}$ and $e^{2i\theta}$, neither of which is 1 at $\theta=120^\circ$.

The product $q_lq_+^3$ does survive, since $e^{3i\theta}=1$. The mirror selects the combination

$$c\,q_l\,(q_{t2}^3-3q_{t1}^2q_{t2}).$$

Energies at $+q_{t2}$ and $-q_{t2}$ with the same $q_l$ then differ. With half of the ellipsoid energy in each direction the difference is 0.11 meV, or 0.3 % of 38.8 meV.

This term also explains the residue in section 5. With $\hbar^2(2\pi/a)^2/2m=4.70$ eV for $a=0.566$ nm, the full displacements are $q_l=\sqrt{0.0388/(4.70\times0.707)}=0.108$ and $q_t=\sqrt{0.0388/(4.70\times10.82)}=0.0276$. Each is reduced by $1/\sqrt2$, so $0.11\ \text{meV}=2c\cdot\tfrac14q_lq_t^3$ and $c\approx97$ eV from these rounded numbers. Higher orders contribute at this amplitude; at small displacements $c$ is about 104 eV. A mixed difference with step $h=0.002$ turns $c\,q_lq_{t2}^3$ into $ch^2$. Divided by $2\times4.70$ eV this is $4\times10^{-5}$, the size found.

## 8. From one valley to a channel

**Cube axes.** For $\mathbf n=(1,1,1)/\sqrt3$ the tensor has

$$W_{xx}=\frac{w_l+2w_t}3=7.45,\qquad W_{xy}=\frac{w_l-w_t}3=-3.37 .$$

These off-diagonal elements come from the choice of axes and do not contradict the result. They do mean that a force along $[001]$ accelerates electrons of one L valley obliquely.

**All valleys.** Averaged over equivalent, equally filled valleys, $\mathbf n\mathbf n^T$ becomes $\tfrac13$ times the unit matrix: the off-diagonal signs cancel over the four L axes, and the three Delta axes share the diagonal. The mean inverse mass is $(w_l+2w_t)/3$. If all valleys share one isotropic scattering time, the conductivity mass is the inverse of this mean, 0.250 $m$ for the Si-like crystal and 0.134 $m$ for the Ge-like one. The cubic isotropy of the conductivity belongs to the set of valleys, not to each valley.

**A thin (001) layer.** Confinement along $z$ selects an axis that need not be a valley axis. For constant $W$ and hard walls, and neglecting any mixing of different valleys at the walls, complete the square in $q_z$:

$$\mathbf q^TW\mathbf q=W_{zz}\Big(q_z+\frac{W_{zx}q_x+W_{zy}q_y}{W_{zz}}\Big)^2+\sum_{a,b=x,y}\Big(W_{ab}-\frac{W_{az}W_{bz}}{W_{zz}}\Big)q_aq_b .$$

The shift of $q_z$ is a phase factor in the envelope function and does not affect its zeros at the walls. The confinement mass is thus $m/W_{zz}=0.134\,m$ for an L valley. In the plane, with one more digit kept, the diagonal element is $7.448-3.371^2/7.448=5.922$ and the off-diagonal one $-3.371-1.526=-4.897$. The inverse masses are $5.922+4.897\approx10.8$ along $[1\bar10]$ and $5.922-4.897\approx1.0$ along $[110]$. An L valley with two equal transverse masses thus moves in this layer with masses near 0.09 and 1.0 $m$.

**Real silicon and germanium.** The accepted masses are roughly 0.9 and 0.2 $m$ for silicon, and 1.6 and 0.08 $m$ for germanium. The Si-like model is close; the Ge-like one is too light longitudinally and too heavy transversely, each by more than a tenth. Its Delta valleys lie only 0.06 eV above L, nearer than the roughly 0.2 eV of germanium, so its valley populations should not be used. The model gap of 0.82 eV is also below silicon's, roughly 1.1 eV. A basis at least twice as large moves the masses by about 0.1 %, including the sheared Si-like ones, where 0.2528 becomes 0.2531, so the differences in the masses come from the model potential and not from the basis. A larger basis raises the Si-like gap by 0.006 eV and shifts the Ge-like separation of Delta and L by 0.001 eV. Strained channels break the assumption of cubic symmetry: in the model the 2 % shear-like change moves the Si-like transverse masses by $+37$ % and $-21$ %. That modulation is not calibrated to a stress, so the percentages show sensitivity, not a device prediction. Strain along a cube axis that keeps the fourfold axis of a given Delta valley leaves that valley's transverse masses equal.

## Calculated quantities

```
Point operations keeping E(k): cubic 48 , sheared 8
Delta, shear 0.00: little co-group order 8, free mass constants 2
L, shear 0.00: little co-group order 12, free mass constants 2
Delta, shear 0.02: little co-group order 4, free mass constants 3
L, shear 0.02: little co-group order 4, free mass constants 4
Free constants for one n-fold axis, n=1..6: [6, 4, 2, 2, 2, 2]
Test energy 3kT/2 at 300 K: 38.8 meV
== Si-like: a = 0.543 nm; V3, V8, V11 = -2.86, 0.54, 1.09 eV
Conduction edge above valence top, Gamma/Delta/L: 3.43 / 0.82 / 1.87 eV
Delta valley at k = (0.000, 0.000, 0.853) 2pi/a; next band 0.53 eV above
Masses: longitudinal 0.873, transverse 0.1844 and 0.1844 m
Inverse masses: wl 1.146, wt 5.424 1/m; from energies 1.146, 5.424
Largest forbidden element: momentum sum 8e-14, energies 7e-09 1/m
Longitudinal slope at k = 0.60: -2.74 eV/(2pi/a)
Upper valence pair 3.73 eV below gives 4.53 of wt and 2e-30 of wl
Conductivity mass 0.250 m, one-valley density-of-states mass 0.310 m
True/ellipsoid energy - 1 along +l, -l, t1, t1+t2: 1.5, -1.5, -0.7, -5.3 %
E(l,t2) - E(l,-t2) at that energy: -1.0e-10 meV
With spin-orbit splitting 0.040 eV: masses l 0.873, t 0.1844, 0.1844 m
Sheared 2 %: masses along [110] 0.2528, [1-10] 0.1461 m; W_xz 1e-15 1/m
Basis 129 -> 258 waves: masses l 0.873, t 0.1845 m
Valence top (no spin-orbit), inverse hole mass [100] 3.55, [111] 1.42 1/m
== Ge-like: a = 0.566 nm; V3, V8, V11 = -3.13, 0.14, 0.82 eV
Conduction edge above valence top, Gamma/Delta/L: 1.25 / 1.03 / 0.97 eV
L valley at k = (0.500, 0.500, 0.500) 2pi/a; next band 3.25 eV above
Masses: longitudinal 1.415, transverse 0.0924 and 0.0924 m
Inverse masses: wl 0.707, wt 10.818 1/m; from energies 0.707, 10.817
Largest forbidden element: momentum sum 7e-14, energies 4e-05 1/m
Upper valence pair 2.06 eV below gives 9.83 of wt and 5e-33 of wl
[111] valley in cube axes: W_xx 7.448, W_xy -3.371 1/m
Conductivity mass 0.134 m, one-valley density-of-states mass 0.230 m
True/ellipsoid energy - 1 along +l, -l, t1, t1+t2: -0.1, -0.1, -2.0, -2.0 %
E(l,t2) - E(l,-t2) at that energy: 1.1e-01 meV
With spin-orbit splitting 0.303 eV: masses l 1.417, t 0.0923, 0.0923 m
Sheared 2 %: 1/W_t1t1 0.0926, 1/W_t2t2 0.0922 m; W_t2l -0.009 1/m; tilt 0.05 deg
Basis 138 -> 266 waves: masses l 1.417, t 0.0925 m
Valence top (no spin-orbit), inverse hole mass [100] 2.99, [111] 1.25 1/m
```
